The Correlation Length at Which Gaussian Interface Roughness Scatters Most

Take an electron in an inversion layer and make its interface laterally smoother: the rms height stays the same, but the bumps become longer. If one assumes that a smoother interface must scatter less, the prediction can have the wrong sign. Take a momentum transfer of 0.05 bohr⁻¹ and work to first order in the roughness height. Lengthening the bumps from 10 to 20 bohr then makes the scattering 3.3 times stronger, while lengthening them from 40 to 80 bohr makes it five times weaker. Even when the rms height and the force on the electron are known, a measured strength at one momentum transfer therefore does not fix the correlation length: below the maximum, two different lengths give the same strength. The maximum separates the two candidates, but choosing between them takes further information, such as the strength at a second momentum transfer.

**What is held fixed**

The interface height h(r) is a random function of the in-plane position r, with zero mean and autocorrelation

⟨h(r′) h(r′+r)⟩ = C(r) = Δ² exp(−r²/Λ²).

Here Δ is the rms height and Λ the correlation length, the distance at which C has fallen to 1/e of its value at the origin. The interface is two-dimensional and statistically isotropic. The claim is that at fixed Δ and fixed in-plane momentum transfer q > 0, scattering is strongest at

Λ* = 2/q.

Hartree atomic units are used, so ħ = 1 and momentum transfer and transfer wave vector are the same number. In the numerical output, L and D stand for Λ and Δ.

**Back of the envelope**

Scattering by q needs a Fourier component of the roughness at q. Divide an interface of area A into patches of size Λ, each roughly a bump or a dip of height Δ. If qΛ is small, the phase exp(−iq·r) hardly changes across a patch, and the patch contributes an amplitude of order ΔΛ². Different patches have random signs, so their squares add. There are A/Λ² of them, and the summed intensity is

(A/Λ²)(ΔΛ²)² = AΔ²Λ².

It grows with Λ because fewer, larger patches add their interiors coherently. Once qΛ is large, the phase turns many times inside a smooth patch and the contributions cancel. The best patch is the largest one that avoids this cancellation, so Λ* ~ 1/q.

The height of the maximum can be estimated too. Let S(q) be the roughness power per unit area of wave-vector space, normalized so that

∫ d²q S(q)/(2π)² = Δ².

Suppose S is constant inside a disc of radius Q and zero outside. The disc has area πQ², so S = 4πΔ²/Q². Increasing the correlation length shrinks the disc and raises S, until the edge of the disc reaches the q of interest. The largest value is then

S_estimate = 4πΔ²/q².

This number is also an upper bound for any isotropic spectrum that does not increase with q. Such a spectrum is at least S(q) everywhere inside the disc of radius q, so that disc alone holds power of at least S(q) πq²/(2π)², which cannot exceed Δ².

The estimate gives the scaling of Λ* but not the factor 2, and a ceiling for the peak but not its value. Both require the actual shape of the spectrum.

**From the height to the scattering strength**

Let the electron have isotropic mass m and move above a hard wall at z = h(r), pressed against it by a uniform force of magnitude F. Its potential energy is Fz for z > h(r), and its wave function vanishes at the wall. The coordinate ζ = z − h(r) makes the wall flat. The volume element is unchanged, and the potential becomes

Fz = Fζ + F h(r).

The in-plane gradient at fixed z becomes ∇ − (∇h)∂/∂ζ. Squaring it, with the derivative of ∇h included, gives

∇² − 2∇h·∇ ∂/∂ζ − (∇²h) ∂/∂ζ + |∇h|² ∂²/∂ζ².

After multiplication by −1/(2m), the perturbation of first order in h is

V = F h(r) + (1/2m)[2∇h·∇ ∂/∂ζ + (∇²h) ∂/∂ζ].

Now take V between the states φ(ζ) exp(ik·r)/√A and φ(ζ) exp(ik′·r)/√A of one subband, with φ real. Each kinetic term contains the factor

∫₀^∞ φ (dφ/dζ) dζ = [φ²/2]₀^∞ = 0,

because φ vanishes at the wall and at infinity. Only the field term survives. With q = k′ − k,

M = F h_q/A,  h_q = ∫ d²r h(r) exp(−iq·r).

No assumption that qΛ is small or large has entered, only first order in h. For a uniform displacement of the wall, h = Δ, the result says that the level moves by FΔ. Diagonalizing the well with the wall in its two positions confirms this.

The ensemble average of the squared Fourier amplitude is

⟨|h_q|²⟩ = ∫d²r ∫d²r′ C(|r−r′|) exp[−iq·(r−r′)] = A S(q),

S(q) = ∫ d²r C(r) exp(−iq·r).

The second integral over position gave the factor A, for an area much larger than Λ². Hence

⟨|M|²⟩ = F² S(q)/A.

F and A do not depend on Λ, so the strongest scattering at fixed q is found by maximizing S(q) over Λ. Static linear screening, if included, divides M by a dielectric function of q. If that function does not depend on Λ, the maximum stays in place. The numbers below omit screening.

**The spectrum and its maximum**

The Gaussian separates into factors for x and y. In the x factor the exponent is completed to a square:

−x²/Λ² − iq_x x = −(x/Λ + iq_xΛ/2)² − q_x²Λ²/4.

The integral of the squared part is √π Λ; the imaginary shift does not change it, since the Gaussian is analytic and vanishes at both ends. The y factor is alike, and the product is

S(q) = πΔ²Λ² exp(−q²Λ²/4).

The prefactor Λ² is the coherent growth of the patch argument, and the exponential is the cancellation. Taking the logarithm and differentiating at fixed Δ and q,

∂ ln S/∂Λ = 2/Λ − q²Λ/2.

This is positive for Λ < 2/q, zero at Λ = 2/q and negative beyond. The stationary point is therefore the single global maximum:

Λ* = 2/q.

At this point Λ² = 4/q² and the exponent is −1, so

S_max = 4πΔ²/(e q²).

The controlled peak is 1/e of the envelope estimate. The reason can be read from the power inside a disc of radius Q:

∫₀^Q S(q) q dq/(2π) = (Δ²Λ²/2) ∫₀^Q q exp(−q²Λ²/4) dq = Δ²[1 − exp(−Q²Λ²/4)].

For Q → ∞ this is Δ², whatever Λ is: changing Λ redistributes a fixed power. For Q = 2/Λ it is 63 percent of Δ². The envelope put all the power inside the disc and spread it evenly. The Gaussian leaves 37 percent outside and concentrates the rest towards the centre.

The order of the question matters. At fixed Λ, S falls monotonically as q increases and has no peak at q = 2/Λ. The maximum appears when q is held and different interfaces are compared.

**How sharp the maximum is**

Define u = (qΛ/2)². Then πΔ²Λ² = 4πΔ²u/q², and division by S_max gives

S/S_max = u exp(1−u).

Near the maximum put Λ = Λ*(1+ε), so that u = (1+ε)². Then

ln(S/S_max) = 2 ln(1+ε) + 1 − (1+ε)²
= (2ε − ε² + 2ε³/3 − …) − 2ε − ε²
= −2ε² + 2ε³/3 − …

The linear terms cancel, as they must at a maximum. To second order the relative loss is 2ε²: a 20 percent error in Λ costs about 8 percent of the peak strength. The cubic term makes the loss slightly smaller on the long side.

Far from the maximum the two sides differ strongly. For Λ ≪ Λ*, S/S_max approaches e u, which falls as Λ². For Λ ≫ Λ* the exponential dominates, and smooth long bumps become almost unable to supply the required q in a single step.

**Where the factor 2 comes from**

The factor belongs to the definition of Λ, to the dimension and to the Gaussian shape. Three variations show this.

If the autocorrelation is written Δ² exp[−r²/(2Λ²)], the old Λ² is replaced by 2Λ². The same interface is then strongest at 2Λ² = 4/q², or Λ = √2/q. The physics is unchanged; the length has another name.

If the roughness varies along one direction only, with C = Δ² exp(−x²/Λ²), a single Gaussian factor remains:

S₁(q) = √π Δ²Λ exp(−q²Λ²/4).

The condition is 1/Λ = q²Λ/2, again Λ = √2/q. This time the physics has changed: coherent growth is linear in Λ, so the cancellation overtakes it earlier.

For an exponential autocorrelation Δ² exp(−r/Λ) in two dimensions, start from

∫₀^∞ exp(−ar) J₀(qr) dr = 1/√(a²+q²).

Differentiating with respect to a and changing the sign puts a factor r under the integral and gives a/(a²+q²)^(3/2). With a = 1/Λ and the angular factor 2π,

S_exp(q) = 2πΔ²Λ²/(1+q²Λ²)^(3/2).

Its logarithmic derivative vanishes when

2/Λ = 3q²Λ/(1+q²Λ²).

Multiplying out gives 2 + 2q²Λ² = 3q²Λ², so q²Λ² = 2 and Λ = √2/q. Beyond the maximum this spectrum falls as 1/Λ, not exponentially, because the cusp of the autocorrelation at r = 0 supplies short-wavelength roughness even when Λ is long. In all these cases the scaling 1/q of the envelope argument survives, while the number in front changes.

**The total relaxation rate has a different optimum**

An electron of wave number k scatters elastically through every angle θ, with

q = 2k|sin(θ/2)|,  q² = 2k²(1−cosθ).

No single q describes the total rate. In the Born approximation the momentum-relaxation rate is

1/τ = 2π Σ_k′ ⟨|M|²⟩ (1−cosθ) δ(E′−E).

There is no sum over spin, since the roughness conserves it. The sum becomes A/(2π)² times the integral over k′dk′dθ, and k′dk′ = m dE′ for a parabolic band. The area cancels:

1/τ = (mF²/2π) ∫₀^2π dθ S(q)(1−cosθ).

With x = k²Λ²/2 the exponent q²Λ²/4 equals x(1−cosθ). The integrals of exp(x cosθ) and of cosθ exp(x cosθ) over a full turn are 2πI₀(x) and 2πI₁(x), where I₀ and I₁ are modified Bessel functions. Therefore

1/τ = πmF²Δ²Λ² exp(−x)[I₀(x) − I₁(x)].

At fixed k, Λ² is proportional to x, so the function to maximize is G = x exp(−x)(I₀−I₁). Using I₀′ = I₁ and I₁′ = I₀ − I₁/x,

exp(x) G′ = (1−x)(I₀−I₁) + x(I₁ − I₀ + I₁/x)
= (1−2x)I₀ + 2xI₁.

This vanishes at x = 0.790, which means kΛ = √(2x) = 1.257. A numerical scan of the rate for Λ from 0.5 to 2000 bohr, at the k of the example below, shows one maximum.

The optimum had to lie above 1/k. The contribution from angle θ peaks at Λ = 2/q = 1/(k|sin(θ/2)|), which is at least 1/k. Up to Λ = 1/k every angle's contribution is still growing, and at 1/k all but the backward one continue to grow. The argument holds for any positive angular weight that does not depend on Λ, so such screening can move the total optimum but cannot bring it down to 1/k.

The long-Λ limit also differs. For kΛ ≫ 1 small angles dominate, with q ≈ kθ and 1−cosθ ≈ θ²/2:

1/τ ≈ (mF²Δ²Λ²/2) ∫ dθ (θ²/2) exp(−k²Λ²θ²/4).

The integral, extended to infinity on both sides, is 2√π/(k³Λ³), and

1/τ ≈ √π mF²Δ²/(k³Λ).

At one fixed q the first-order strength dies as exp(−q²Λ²/4), apart from the factor Λ²; the unscreened total rate falls only as 1/Λ, because some scattering angle always has a small enough q. Screening steepens this law. At small q the static dielectric function of a two-dimensional electron gas grows as 1/q, so the scattering strength gains a factor proportional to q². The relevant q is of order 1/Λ, and the rate then falls as 1/Λ³.

**Numbers for a model inversion layer**

Take the round parameters m = 0.2, k = 0.025 bohr⁻¹, F = 10⁻⁴ hartree/bohr (a field of 0.51 MV/cm) and Δ = 4 bohr. Backscattering transfers q = 2k = 0.05 bohr⁻¹. Then

Λ* = 2/0.05 = 40 bohr = 2.12 nm,

S_max = 4π × 16/(2.718 × 0.0025) = 2.96 × 10⁴ bohr⁴.

The envelope estimate, without the factor 1/e, is 8.0 × 10⁴ bohr⁴. The strength F²S_max is 2.96 × 10⁻⁴ hartree² bohr².

Relative to the peak, the strength is 0.160 at Λ = 10 bohr, 0.529 at 20 bohr and 0.199 at 80 bohr. These values give the ratios quoted at the start: 0.529/0.160 = 3.3 and 1/0.199 = 5.0. At 32 and 48 bohr, 20 percent either side of the maximum, the strength is 0.917 and 0.927, close to the quadratic estimate of 0.92 and with the asymmetry of the cubic term. Half the peak strength is reached at 19.3 and 65.5 bohr, so the maximum is broad.

At 160 bohr, u = 16 and the formula gives 16 exp(−15) = 4.89 × 10⁻⁶. The printed 4.907 × 10⁻⁶ comes from direct quadrature of the Fourier integral; the difference is about 10⁻⁸ of the peak and reflects the finite step of that quadrature.

Maximizing the numerically transformed autocorrelation, without the closed spectrum, also gives 40.000 bohr. A second check uses randomly generated surfaces. Their measured spectra at Λ = 20, 40 and 80 bohr lie 3.0, 3.2 and 4.7 percent below the formula, with a statistical standard error of about 2.2 percent each. They reproduce the rise and fall, but they test the absolute values only to several percent. The quadrature is the sharper test.

For the total rate at Λ = 40 bohr, the prefactor πmF²Δ²Λ² is 1.61 × 10⁻⁴ and the full rate is 7.86 × 10⁻⁵ atomic units, so the Bessel factor is 0.49. The unscreened relaxation time is about 0.3 ps. Screening changes this number by an order of magnitude: with a dielectric function 1 + q_s/q and q_s = 0.1 bohr⁻¹, roughly the value for an infinitely thin silicon layer, the time becomes about 3.7 ps and the optimum of the total rate moves to kΛ = 1.15. A layer of finite thickness screens less. An explicit sum over final states agrees to better than 0.01 percent. The total rate is largest at Λ = 1.257/0.025 = 50.3 bohr, where it is 8 percent higher than at 40 bohr.

**Where the result stops holding**

Near r = 0 the autocorrelation is Δ²(1 − r²/Λ²). The mean squared slope is −∇²C at the origin, which is 4Δ²/Λ², so

rms slope = 2Δ/Λ.

It is 0.2 at Λ = 40 bohr but 0.8 at 10 bohr. The neglected kinetic term |∇h|² is then no longer small, and the short-Λ end of the curve is an extrapolation of the first-order model.

The long-Λ end has a limit of its own. The electron can also be turned back in two steps of about q/2 each. The product of two spectra at q/2 contains exp(−q²Λ²/8), which falls more slowly than the first-order factor exp(−q²Λ²/4). Second-order scattering therefore overtakes the first-order strength once Λ is long enough, with the parameters above at roughly 100 bohr. The value at 80 bohr is already close to this limit, and the tiny value at 160 bohr describes the spectrum, not the actual backscattering.

The height must also be small on the scale of the bound state. The length (2mF)^(−1/3) of the well is 29.2 bohr, so Δ is 14 percent of it. The kinetic energy is 1.56 × 10⁻³ hartree (42.5 meV), below the gap of 5.12 × 10⁻³ hartree to the next subband, so elastic scattering into that subband is closed. The single isotropic mass is a simplification: in a silicon (100) layer the mass normal to the interface is several times the in-plane mass of the lowest subband, which narrows the well and lowers the gap. With a normal mass of 0.916 the well length is 17.6 bohr, so Δ is 23 percent of it, and the gap is 3.1 × 10⁻³ hartree, still above the kinetic energy.

For the Born approximation, the momentum-relaxation rate at Λ = 40 bohr is 5 percent of the kinetic energy. The local level fluctuation FΔ = 4 × 10⁻⁴ hartree is a less comfortable 26 percent of it. The absolute rates are therefore leading-order estimates. Within that order the position of the maximum at fixed q does not depend on F, m or Δ; corrections of higher order in h involve the spectrum at other wave vectors and can shift it.

Table of computed values

```
mass m = 0.200 electron masses
wave number k = 0.0250 1/bohr
momentum transfer q = 2k = 0.0500 1/bohr
normal force F = 1.00e-04 hartree/bohr
corresponding field = 0.514 MV/cm
rms height D = 4.00 bohr = 0.212 nm
optimum 2/q = 40.000 bohr = 2.117 nm
optimum found numerically = 40.000 bohr
peak spectrum S_max = 29586.6 bohr^4
peak strength F^2 S_max = 2.9587e-04 hartree^2 bohr^2
L = 10.0 bohr: S/S_max = 1.596e-01
L = 20.0 bohr: S/S_max = 5.293e-01
L = 32.0 bohr: S/S_max = 9.173e-01
L = 48.0 bohr: S/S_max = 9.274e-01
L = 80.0 bohr: S/S_max = 1.991e-01
L = 160.0 bohr: S/S_max = 4.907e-06
half strength, lower L = 19.26 bohr
half strength, upper L = 65.46 bohr
half-strength ratios L q/2 = 0.4816, 1.6366
curvature coefficient of relative loss = 1.9999
power fraction at q < 2/L = 0.6321
random surfaces, L = 20 bohr: S = 15189 bohr^4
formula, L = 20 bohr: S = 15659 bohr^4
random surfaces, L = 40 bohr: S = 28628 bohr^4
formula, L = 40 bohr: S = 29587 bohr^4
random surfaces, L = 80 bohr: S = 5617 bohr^4
formula, L = 80 bohr: S = 5892 bohr^4
exp(-r^2/(2L^2)): optimum L = 28.284 bohr
one-dimensional Gaussian: optimum L = 28.284 bohr
exponential exp(-r/L): optimum L = 28.284 bohr
level shift for wall shift D = 4.0000e-04 hartree
well length (2mF)^(-1/3) = 29.24 bohr
subband gap = 5.1165e-03 hartree
kinetic energy = 1.5625e-03 hartree = 42.5 meV
rms slope at L = 2/q: 0.200
relaxation rate at L = 2/q: 7.8593e-05 atomic units
same rate from state sum: 7.8596e-05 atomic units
relaxation time at L = 2/q: 307.8 fs
rate / kinetic energy (hbar = 1) = 0.0503
total-rate optimum: x = 0.7900, kL = 1.2570
total-rate optimum L = 50.28 bohr
total rate there / at 2/q = 1.0795
```
